# Kesten's radius bound for planar diffusion-limited aggregation

Atoms arrive one at a time at a growing island, diffuse, and stick irreversibly where they first touch it. How far can the arms reach for a given number of atoms?

**Model.** On the square lattice let $A_1=\{0\}$. Given $A_n$, a simple random walk comes from infinity, and the first site of the outer boundary $\partial A_n$ that it reaches is added to form $A_{n+1}$. Lengths are in lattice spacings. The radius $r(n)$ is the largest distance from the seed $0$ to a site of $A_n$. Let $L$ denote the mean over the four neighbours minus the value at the site. The letter $C$ denotes finite constants independent of the set and its radius, which may change from line to line.

## (a) Harmonic measure as a lattice flux

**For a finite set $A$, let $H_A(x)$ be the probability that a walk from infinity first hits $A$ at $x$. Express it through a function that vanishes on $A$.**

**Solution.** Define the potential kernel

$$a(x)=\int_{[-\pi,\pi]^2}\frac{1-\cos k\cdot x}{1-\frac12(\cos k_1+\cos k_2)}\frac{d^2k}{(2\pi)^2}.$$

Applying $L$ to $-\cos k\cdot x$ multiplies it by minus the denominator, so $La=\delta_0$. Near $k=0$ the denominator is $k^2/4$. Its angular integral gives $\frac2\pi\int(1-J_0(k|x|))\,dk/k$, and the remainder is integrable, so its oscillating part vanishes at large $|x|$. Hence $a(x)=\frac2\pi\ln|x|+\text{const}+o(1)$.

Let $\tau$ be the hitting time of $A$, and $V(z,w)$ the expected number of visits to $w$ before $\tau$ from $z\notin A$. Path reversal makes $V$ symmetric, and $V(z,w)\le V(z,z)<\infty$. Counting the last step before each visit gives, as a function of $w$,

$$LV(z,w)=-\delta_z(w)+P_z(S_\tau=w).$$

The function $-a(w-z)+\sum_{y\in A}P_z(S_\tau=y)a(w-y)$ has the same $L$ and is also bounded, since its logarithms cancel. The difference is bounded and harmonic on a lattice where the walk is recurrent, so it is constant. Fix the constant by $V(z,w_0)=0$ at some $w_0\in A$ and let $z\to\infty$, where $a(w-z)-a(w_0-z)\to0$. Then, along any sequence on which the hitting probabilities converge,

$$V(z,w)\to g_A(w)=\sum_{y\in A}H_A(y)a(w-y)-\kappa .$$

This $g_A$ is non-negative, vanishes on $A$, is harmonic off $A$ and grows as $\frac2\pi\ln|w|$. Two such limits differ by a bounded function that is harmonic off $A$ and zero on $A$, hence zero, so the limit is unique. Since $Lg_A=H_A$ on $A$,

$$H_A(x)=\tfrac14\sum_{w\sim x}g_A(w),\qquad x\in A. \tag{1}$$

The attachment probability is the lattice gradient of a Laplacian field at the island edge.

## (b) Tools for one-to-one analytic maps

**Let $f(\zeta)=\zeta+a_2\zeta^2+\dots$ be one-to-one on $|\zeta|<1$. Bound its growth and the values it omits.**

**Solution.** If $w+b_0+b_1/w+\dots$ is one-to-one on $|w|>1$, its omitted area is $\pi(1-\sum_k k|b_k|^2)\ge0$, so $|b_1|\le1$. The odd function $h(\zeta)=\sqrt{f(\zeta^2)}=\zeta+\frac12a_2\zeta^3+\dots$ is one-to-one, and $1/h(1/w)=w-\frac12a_2/w+\dots$. Thus $|a_2|\le2$.

If $f$ omits $v$, then $vf/(v-f)=\zeta+(a_2+1/v)\zeta^2+\dots$ is one-to-one, so $|1/v|\le2+2$, that is $|v|\ge\frac14$ (quarter theorem).

For $|z|=s<1$, the function
$$\frac{f\big((\zeta+z)/(1+\bar z\zeta)\big)-f(z)}{(1-s^2)f'(z)}$$
is normalized and one-to-one, with second coefficient $\frac12[(1-s^2)f''(z)/f'(z)-2\bar z]$. Its modulus is at most 2. Multiplying by $2z/(1-s^2)$ and taking real parts,

$$\partial_s\ln|f'|\le\frac{4+2s}{1-s^2}=\frac1{1+s}+\frac3{1-s}.$$

Integrating twice from $s=0$,

$$|f'|\le\frac{1+s}{(1-s)^3},\qquad |f|\le\frac{s}{(1-s)^2}. \tag{2}$$

## (c) The continuum field near a connected set

**Let $A$ be connected, contain $0$ and have radius $r\ge1$. Let $K$ be the union of lattice edges joining its sites. Bound the continuum field outside $K$ and its gradient.**

**Solution.** Let $\Omega$ be the unbounded component outside $K$. By the Riemann mapping theorem there is a map $\psi(w)=\rho w+O(1)$, $\rho>0$, from $|w|>1$ onto $\Omega$. Let $\varphi$ be its inverse, $G=\ln|\varphi|$, and $d(z)$ the distance from $z$ to $K$, attained at $k\in K$.

The function $\rho/(\psi(1/\zeta)-k)$ is normalized and one-to-one on the unit disc. At the point representing $z$, $|\zeta|=e^{-G}$, and (2) gives

$$\frac{\rho}{d}\le\frac{e^{-G}}{(1-e^{-G})^2}=\frac1{4\sinh^2(G/2)}.$$

It omits $\rho/(k'-k)$ for every other $k'\in K$, so $|k'-k|\le4\rho$. This holds for any $k\in K$; taking $k=0$ and $k'$ the farthest site gives $\rho\ge r/4$. Since $\sinh x\ge x$,

$$\sinh^2\frac G2\le\frac d{4\rho}\le\frac dr,\qquad G\le2\sqrt{d/r}. \tag{3}$$

On the disc of radius $d$ about $z$, $\Phi=\ln\varphi$ is one-to-one with positive real part $G$. The Schwarz-Pick inequality for a half-plane gives $p\equiv d|\nabla G|=d|\Phi'|\le2G$. Conversely, $\psi(e^\zeta)$ is one-to-one on the disc of radius $\min(G,\pi)$ about $\Phi(z)$, and its derivative there is $1/\Phi'(z)$. By the quarter theorem its image contains a disc about $z$ of radius $\min(G,\pi)/(4|\Phi'|)$. That disc lies in $\Omega$, so its radius is at most $d$. Hence

$$\tfrac14\min(G,\pi)\le p\le2G. \tag{4}$$

For stars with 2, 3 and 5 arms, sampled points gave a largest $4\rho\sinh^2(G/2)/d$ of 1.0000, a smallest $p/\min(G,\pi)$ of 0.292 and a largest $p/G$ of 1.462, all within the bounds.

## (d) From the continuum to the lattice

**A continuum harmonic function is not lattice-harmonic. Construct a function of size $r^{-1/2}$ near $K$ for which $Lu\le0$ beyond a fixed distance.**

**Solution.** Put $\varepsilon=r^{-1/2}\le1$ and

$$u=F(G)=G+\sqrt{\varepsilon G},\quad F'=1+\tfrac12\sqrt{\varepsilon/G},\quad F''=-\tfrac14\sqrt\varepsilon\,G^{-3/2}.$$

Because $\Delta G=0$, $\Delta u=F''|\nabla G|^2=-|F''|p^2/d^2$. Taylor expansion along both axes gives

$$Lu=\tfrac14\Delta u+R,\qquad |R|\le\tfrac1{48}\left(\sup|\partial_x^4u|+\sup|\partial_y^4u|\right),$$

with suprema over points within one spacing. Let $d\ge48$. By (2), rescaled, $|\Phi'|$ within $d/2$ of $z$ is at most 12 times its value at $z$. So $G$ changes by at most $12\cdot2G/d\le G/2$ in one spacing, and Cauchy's formula bounds the $j$th derivatives of $G$ there by $Cp\,d^{-j}$. The fourth derivative of $F(G)$ is a sum of terms bounded by $C|F^{(k)}|p^kd^{-4}$, $k=1,\dots,4$. Since $|F^{(k)}|\le CF'G^{1-k}$ and $p\le2G$, we get $|R|\le C_1F'p/d^4$.

Therefore $Lu\le0$ if $d^2\ge4C_1F'/(|F''|p)$. Here

$$\frac{F'}{|F''|}=4G\sqrt{G/\varepsilon}+2G\le4G\left(1+\sqrt{G/\varepsilon}\right),\qquad \frac Gp\le\frac{4G}{\min(G,\pi)}\le4(1+G).$$

By (3), $G\le2\varepsilon\sqrt d$. The required lower bound on $d^2$ is then at most $C(1+d^{1/4})(1+d^{1/2})$, which grows only as $d^{3/4}$. So there is an integer $D\ge48$, independent of $A$, with $Lu\le0$ for $d\ge D$.

Some correction to $G$ is needed. For a segment of length 200, $G$ alone has positive $LG$, up to $8.3\times10^{-6}$, in $6\le d<30$. On the computed grid, $u$ fails only up to distance 1.41, far inside the cautious $D$ of the proof.

## (e) Kesten's hitting estimate

**Bound the largest harmonic measure of a site of $A$.**

**Solution.** Let $M$ be the largest $g_A$ at lattice points with $d<D$. In bounded holes of $K$, $g_A=0$, because a walk from infinity cannot cross an edge of $K$. At points of $\Omega$ with $d\ge D$, $L(g_A-M-u)\ge0$. This function is non-positive where $d<D$. At infinity it tends to $-\infty$, since $g_A\sim\frac2\pi\ln|x|$ while $u\ge G\sim\ln|x|$. The maximum principle gives $g_A\le M+u$.

From a point with $d<D$, a site of $A$ lies within distance $D+1$, hence within $s=2(D+1)$ lattice steps. The walk hits $A$ within $s$ steps with probability at least $q=4^{-s}$, and meanwhile stays at $d\le D+s$. There (3) gives $u\le C_2\varepsilon$. Since $g_A$ is harmonic until the hit and zero afterwards,

$$M\le(1-q)(M+C_2\varepsilon)\quad\Rightarrow\quad M\le C_2\varepsilon/q.$$

With (1),

$$\boxed{\max_{x\in A}H_A(x)\le C_H\,r^{-1/2}}. \tag{5}$$

Connectedness is essential: two isolated sites at any separation each have measure $\frac12$ by symmetry. The power cannot be expected to improve for all connected sets. At the tip of a segment, $H\sqrt r$ is 0.611, 0.618, 0.619 and 0.620 for $r=16,64,256,1024$, and the last two lengths give exponent $-0.4995$. The constant depends on the shape. A cross with arms of 60 has a largest $H\sqrt r$ of 0.309: its four tips share the flux, but each is as sharp as the segment's, so the power is the same. A square outline of side 60, with the seed at a corner, is blunter and has 0.175. This value falls further as the side grows, because the measure at a right-angled corner scales as $r^{-2/3}$.

## (f) The time needed to double the radius

**Let $T_m$ be the first $n$ with $r(n)\ge m$. Show that $T_{2m}-T_m$ is unlikely to be much smaller than $m^{3/2}$.**

**Solution.** A walker reaches $\partial A_n$ before $A_n$, so its attachment probabilities are the harmonic measure of the connected set $A_n\cup\partial A_n$. After $T_m$ this set has radius at least $m$, and by (5) each probability is at most $p_m=C_Hm^{-1/2}$.

Let $y_0$ be the particle that first reaches radius $2m$, $y_1$ a neighbour already occupied when it arrived, and so on. Then $|y_j|\ge2m-j$. At $T_m$ all sites lie within radius less than $m+1$. So $y_0,\dots,y_{m-2}$, with $|y_j|\ge m+2$, all arrived after $T_m$. They form a chain of $k=m-1$ distinct neighbouring sites, filled in order from $y_{m-2}$ to $y_0$.

For one prescribed chain, sum over its possible filling times within $N$ arrivals. Each prescribed attachment has conditional probability at most $p_m$, so

$$P(\text{filled in order})\le\binom Nkp_m^k\le\left(\frac{eNp_m}{k}\right)^k,$$

using $k!\ge(k/e)^k$. As a small case, complete enumeration gives 0.0472 for filling $(1,0),(2,0),(3,0)$ in order within five arrivals on the seed. The largest attachment probability met is $\frac14$, so the bound is $10\times(\frac14)^3=0.156$.

There are at most $Cm$ possible $y_0$, and at most $4\cdot3^{k-2}$ chains from each. With $N=\lfloor\beta m^{3/2}\rfloor$,

$$P(T_{2m}-T_m\le\beta m^{3/2})\le Cm\left(3e\beta C_H\frac m{m-1}\right)^{m-1}\le C\,m\,2^{-m} \tag{6}$$

if $\beta=1/(6eC_H)$, because $(m/(m-1))^{m-1}\le e$.

## (g) Radius and dimension

**Deduce the asymptotic bound on $r(n)$ and its consequence for the mass-radius dimension.**

**Solution.** The bounds (6) are summable over $m=2^j$. By the Borel-Cantelli lemma, with probability one $T_{2^{j+1}}>\beta2^{3j/2}$ for all large $j$. If $2^{j+1}\le r(n)<2^{j+2}$, then $2^j>r(n)/4$ and

$$n\ge T_{2^{j+1}}>\beta\left(\frac{r(n)}4\right)^{3/2}
\quad\Rightarrow\quad \boxed{r(n)\le c\,n^{2/3}},\quad c=4\beta^{-2/3},$$

for all $n$ beyond a random, finite $n_0$. Taking logarithms,

$$\frac{\ln n}{\ln r(n)}\ge\frac32-\frac{3\ln c}{2\ln r(n)},\qquad \liminf_{n\to\infty}\frac{\ln n}{\ln r(n)}\ge\frac32.$$

If the limit $D_f$ exists, then $D_f\ge\frac32$. Its existence is not proved here. Since a disc of radius $r$ holds at most $C r^2$ sites, also $D_f\le2$. The lower bound holds for the radius of gyration too, if that dimension exists, because this radius is at most $r(n)$.

The argument shows how tip exposure controls the result. If a class of clusters obeyed $H\le Cr^{-\eta}$ with $0<\eta\le1$, the same counting with $N=\beta m^{1+\eta}$ would give $r\le cn^{1/(1+\eta)}$. Needle-like exposure, $\eta=\frac12$, gives $\frac32$; disc-like exposure, $\eta=1$, gives 2. The proof charges every site of a chain with the largest allowed probability, so it need not give the true dimension.

## (h) Finite clusters and a metal island

**Compare the bound with small clusters, and read one size as an island in the regime of silver on Pt(111) near 110 K.**

**Solution.** Eight clusters were grown with the harmonic measure solved at every arrival. Their mean radii at $n=30,100,200,300$ are 7.6, 15.0, 21.6 and 27.9. The ratio $r/n^{2/3}$ falls from 0.78 to 0.62. With only eight clusters these means carry sampling errors of several percent (about 0.7 spacings at $n=200$). Between 30 and 300 particles the radius exponent is $0.574\pm0.027$ (standard error over clusters), below $\frac23$. This is a finite-size value, not a limit.

The constant in the bound is weak. Putting the largest measured $H\sqrt r$, 0.620, in place of the unproved value of $C_H$ gives $\beta=1/(6e\times0.620)=0.099$ and $c=18.7$. Even then $cn^{2/3}$ drops below the trivial bound $r\le n$ only beyond $n\approx6500$. At 200 atoms the theorem gives no useful number; the radius below comes from the grown clusters.

Take rough typical values: spacing 0.28 nm, hop barrier 0.16 eV, attempt rate $10^{13}$ s$^{-1}$, flux $10^{-3}$ monolayers per second and $3\times10^{-4}$ islands per site. At a chosen coverage of 0.06 monolayer each island has $0.06/(3\times10^{-4})=200$ atoms. The model radius is $21.6\times0.28=6.0$ nm, with a cluster-to-cluster spread of 2.0 spacings. A compact disc of 200 sites would have radius $\sqrt{200/\pi}=8.0$ spacings, or 2.2 nm.

The one-walker assumption is well met. The hop rate is $h=10^{13}e^{-0.16/0.00948}=4.7\times10^5$ s$^{-1}$, so the diffusion coefficient is $h/4$. Treat the island as an absorbing disc of radius $r$ in a cell of radius $R=1/\sqrt{\pi\times3\times10^{-4}}=32.6$. Solving $(h/4)\nabla^2t=-1$ with $t(r)=0$ and $t'(R)=0$, the mean capture time from the cell edge is

$$t(R)=\frac4h\left[\frac{R^2}2\ln\frac Rr-\frac{R^2-r^2}4\right]=0.60\ \text{ms}.$$

With 3.3 arrivals per second, each charged this longest time $t(R)$, the disc has at most about 0.002 free adatoms per cell; averaging $t$ over the landing points gives 0.0008. Walkers entering gaps between arms take longer, so this bound holds for the disc only, and a branched island can exceed it by a few times. A young island is a smaller target: $r=1$ in the same formula gives 14 ms and about 0.05 free adatoms. Both numbers are far below one.

Two other assumptions are less safe. The island reaches 0.66 of its cell radius, so neighbours compete for atoms. Also, $0.66^2=0.44$ of the cell area finally lies inside the island's circle, so many atoms are deposited between the arms instead of arriving from outside. A source at infinity is therefore a poor approximation; the resulting change in radius was not computed. Edge diffusion is the other. With the same attempt rate, a given edge atom moves about once per arrival if its barrier is $0.00948\ln(10^{13}/3.3)=0.27$ eV, and more often if it is lower. An atom stays free to move until a neighbour lands beside it, which typically takes more than ten arrivals. Each factor of ten in waiting time adds $0.00948\ln10=0.022$ eV, so barriers up to about 0.3 eV still matter. On the real hexagonal surface a singly bonded atom can also slide around a corner to a two-neighbour site over a much lower, direction-dependent barrier, which the model lacks. Such moves thicken the arms, and complete compaction would reduce the radius from 6.0 to 2.2 nm. Landing on top of islands affects about 3% of the atoms. The real surface is hexagonal, with a site area 0.866 of the square one. This makes a compact disc about 7% smaller in radius. This factor does not carry over to the branched island, because a straight arm one atom wide has the same length on both lattices. The branched radius on the hexagonal lattice was not computed. The 6.0 nm is therefore a hit-and-stick model value, not a prediction for a measured island.

## Table of computed values

```
Box check of harmonic measure, largest error: 4.0e-05
Stars: max of 4 rho sinh^2(G/2)/d: 1.0000
Stars: min of d|grad G|/min(G,pi): 0.292
Stars: max of d|grad G|/G: 1.462
Barrier segment length: 200 spacings
Barrier u fails only up to distance: 1.41 spacings
G alone, largest positive L G for 6<=d<30: 8.33e-06
Segment r=60: layer maximum M (d<6): 0.3651
Segment r=16: tip H = 0.15279, H sqrt(r) = 0.6112
Segment r=64: tip H = 0.07721, H sqrt(r) = 0.6177
Segment r=256: tip H = 0.03871, H sqrt(r) = 0.6193
Segment r=1024: tip H = 0.01937, H sqrt(r) = 0.6197
Tip exponent between r=256 and r=1024: -0.4995
Max H sqrt(r), staircase (size 60): 0.5293
Max H sqrt(r), cross (size 60): 0.3087
Max H sqrt(r), square outline (size 60): 0.1754
Chain of 3 in 5 steps, enumerated: 0.04720
Largest attachment probability there: 0.2500
Chain bound C(5,3) p^3: 0.15625
DLA clusters grown: 8, particles each: 300
n=30: mean r = 7.57, r/n^(2/3) = 0.784
n=100: mean r = 15.01, r/n^(2/3) = 0.697
n=200: mean r = 21.55, r/n^(2/3) = 0.630
n=300: mean r = 27.89, r/n^(2/3) = 0.622
Largest attachment probability x sqrt(r), DLA: 0.3324
Finite-size radius exponent: 0.574 +- 0.027
Hitting constant used for illustration: 0.6197
beta = 0.0989, radius constant = 18.7
Bound drops below r=n beyond n = 6538
Island: spacing 0.28 nm, T 110 K, kT 0.00948 eV
Island: hop barrier 0.16 eV, attempt rate 1e+13 /s
Island: flux 0.001 ML/s, coverage 0.06 ML
Island density: 3e-04 per site; atoms per island: 200
Island radius: 21.55 spacings = 6.03 nm
Cluster-to-cluster spread of radius: 2.02 spacings
Compact disc of same size: 7.98 spacings
Capture-cell radius: 32.6 spacings
Island radius / cell radius: 0.66
Terrace hop rate: 4.67e+05 /s
Mean capture time from cell edge: 0.599 ms
Arrivals per island: 3.33 /s
Free adatoms per cell, upper estimate: 2.0e-03
Share of atoms landing on islands: 3.0 %
Edge barrier for one hop per arrival: 0.272 eV
Hexagonal/square site area: 0.866
```
